# Why substrate screening shifts a monolayer's gap more than its 1s exciton: a numerical check

```python
"""Substrate screening of a monolayer: gap, exciton binding and 1s energy.

Result under test, relative to a free-standing sheet (kappa = 1):
  gap shift = -(e2/r0) ln(kappa),
  0 <= -(1s optical shift) <= e2 (kappa-1) <r> / r0^2.
e2: e^2/(4 pi eps0) in eV Angstrom; r0: sheet screening length;
kappa: mean dielectric constant of the two surrounding half-spaces;
<r>: mean electron-hole distance in the 1s state at that kappa;
height: distance from sheet to substrate; mu: reduced mass in m_e.
All lengths are in Angstrom and all energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal, solve_banded
from scipy.special import struve, y0

e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e10
hbar2_2m = const.hbar**2 / (2 * const.m_e * const.e) * 1e20
r0, mu, free_gap = 40.0, 0.2, 2.5


def half_line_nodes(count, scale):
    x, w = np.polynomial.legendre.leggauss(count)
    x, w = (x + 1) / 2, w / 2
    return scale * x / (1 - x), scale * w / (1 - x)**2


q, wq = half_line_nodes(400, 0.05)


def reduced_w(qv, kappa, height=0.0):
    """q W(q) / (2 pi e2) for a polarizable sheet above a substrate."""
    s = 1 - (kappa - 1) / kappa * np.exp(-2 * qv * height)
    return s / (1 + r0 * qv * s)


def poisson_potential(qv, kappa, height):
    """Potential at a unit sheet charge from finite differences in z."""
    dz, half = 0.05, 4000
    n = 2 * half + 1
    z_mid = (np.arange(n + 1) - half - 0.5) * dz
    eps = np.where(z_mid < -height, 2 * kappa - 1, 1.0)
    diag = (eps[1:] + eps[:-1]) * (1 / dz + qv**2 * dz / 2)
    diag[half] += 2 * r0 * qv**2
    bands = np.zeros((3, n))
    bands[0, 1:] = -eps[1:-1] / dz
    bands[1] = diag
    bands[2, :-1] = -eps[1:-1] / dz
    source = np.zeros(n)
    source[half] = 4 * np.pi
    return solve_banded((1, 1), bands, source)[half]


for kap, hgt in [(1.0, 0.0), (2.0, 0.0), (3.0, 0.0), (2.0, 3.0)]:
    for qt in (0.05, 0.15):
        exact = 2 * np.pi * reduced_w(qt, kap, hgt) / qt
        assert abs(poisson_potential(qt, kap, hgt) / exact - 1) < 1e-3


def gap_shift(kappa, height=0.0):
    return e2 * np.sum(wq * (reduced_w(q, kappa, height) - reduced_w(q, 1.0)))


def w_real(r, kappa):
    x = kappa * r / r0
    return np.pi * e2 / (2 * r0) * (struve(0, x) - y0(x))


# Gaussian basis for s excitons, potential supplied in momentum space
expo = np.geomspace(1e-5, 1.0, 18)
psum = expo[:, None] + expo[None, :]
overlap = 2 * np.sqrt(np.outer(expo, expo)) / psum
gauss_q = np.exp(-q**2 / (4 * psum[:, :, None]))


def exciton(kappa, mass=mu, height=0.0):
    """Return binding energies, 1s coefficients and 1s mean distance."""
    kin = hbar2_2m / mass * 4 * np.outer(expo, expo) / psum * overlap
    pot = e2 * overlap * (gauss_q @ (wq * reduced_w(q, kappa, height)))
    val, vec = eigh(kin - pot, overlap)
    c = vec[:, 0]
    mean_r = c @ (overlap * 0.5 * np.sqrt(np.pi / psum)) @ c
    return -val, c, mean_r


def grid_binding(kappa):
    """1s binding from a radial grid and the closed real-space potential."""
    step, n = 0.1, 2500
    r = (np.arange(n) + 0.5) * step
    t = hbar2_2m / mu / step**2
    edge = np.arange(1, n) * step
    off = -t * edge / np.sqrt(r[:-1] * r[1:])
    val = eigh_tridiagonal(2 * t - w_real(r, kappa), off,
                           eigvals_only=True, select='i', select_range=(0, 0))
    return -val[0]


def first_order(c, delta):
    """Expectation of deltaW(0) - deltaW(r) in a parabolic-band 1s state."""
    rho = np.einsum('i,j,ij,ijq->q', c, c, overlap, gauss_q)
    return e2 * np.sum(wq * delta * (1 - rho))


print(f"e2 = {e2:.4f} eV Angstrom")
print(f"hbar^2/(2 m_e) = {hbar2_2m:.4f} eV Angstrom^2")
print(f"r0 = {r0:.1f} Angstrom, mu = {mu:.2f} m_e")
print(f"free-standing gap = {free_gap:.2f} eV")
print(f"energy scale e2/r0 = {e2 / r0:.4f} eV")

kappas = [1.0, 1.5, 2.0, 3.0]
states = {k: exciton(k) for k in kappas}
grid = {k: grid_binding(k) for k in kappas}
for k in kappas:
    assert abs(grid[k] - states[k][0][0]) < 5e-4
    gap = free_gap + gap_shift(k)
    bind = states[k][0][0]
    print(f"kappa {k:.1f}: gap {gap:.4f}, binding {bind:.4f}, "
          f"1s energy {gap - bind:.4f} eV")
    print(f"  mean distance {states[k][2]:.2f} Angstrom")

r_test = np.linspace(0.5, 150, 300)
for k in kappas[1:]:
    d_gap = gap_shift(k)
    assert abs(d_gap + e2 / r0 * np.log(k)) < 1e-8
    rise = w_real(r_test, k) - w_real(r_test, 1.0) - d_gap
    slope = e2 * (k - 1) / r0**2
    assert np.all(rise > 0) and np.all(rise < slope * r_test)
    # the energy shift uses the radial grid; the bracket uses momentum space
    shift = -e2 / r0 * np.log(k) - grid[k] + grid[1.0]
    delta = reduced_w(q, k) - reduced_w(q, 1.0)
    upper = first_order(states[1.0][1], delta)
    lower = first_order(states[k][1], delta)
    bound = slope * states[k][2]
    assert lower - 5e-4 < shift < upper + 5e-4
    assert -bound < shift < 0
    d_bind = states[k][0][0] - states[1.0][0][0]
    print(f"kappa {k:.1f}: shifts gap {d_gap:.4f}, binding {d_bind:.4f}, "
          f"1s {d_gap - d_bind:.4f} eV")
    print(f"  fraction of gap shift cancelled {d_bind / d_gap:.3f}")
    print(f"  1s bracket {lower:.4f} to {upper:.4f} eV")
    print(f"  size bound on redshift {bound:.4f} eV")

k = 2.0
d_gap = gap_shift(k)
print(f"kappa 2: deltaW(0) = {d_gap:.4f} eV")
for r in (5.0, 10.0, 20.0, 40.0, 100.0):
    print(f"  deltaW({r:.0f} Angstrom) = "
          f"{w_real(r, k) - w_real(r, 1.0):.4f} eV")

shift_1s = d_gap - states[k][0][0] + states[1.0][0][0]
shift_2s = d_gap - states[k][0][1] + states[1.0][0][1]
assert shift_2s < shift_1s < 0
print(f"kappa 2: 2s binding {states[1.0][0][1]:.4f} -> "
      f"{states[k][0][1]:.4f} eV")
print(f"kappa 2: 2s optical shift {shift_2s:.4f} eV")

# Exciton size is changed through the mass, with the gap shift held fixed
mass_shifts = []
for mass in (0.05, 0.2, 0.8):
    free, sub = exciton(1.0, mass), exciton(k, mass)
    mass_shifts.append(d_gap - sub[0][0] + free[0][0])
    print(f"mu {mass:.2f} m_e: free <r> {free[2]:.2f} Angstrom, "
          f"1s shift {mass_shifts[-1]:.4f} eV")
assert mass_shifts[0] < mass_shifts[1] < mass_shifts[2] < 0

height = 3.0
gap_h = gap_shift(k, height)
bind_h = exciton(k, height=height)[0][0] - states[1.0][0][0]
shift_h = gap_h - bind_h
assert abs(shift_h) < abs(shift_1s)
assert abs(shift_h / gap_h) < abs(shift_1s / d_gap)
print(f"height {height:.1f} Angstrom, kappa 2: gap shift {gap_h:.4f} eV")
print(f"  binding shift {bind_h:.4f}, 1s shift {shift_h:.4f} eV")
print(f"  fraction of gap shift cancelled {bind_h / gap_h:.3f}")

# Massive Dirac bands: Bloch overlaps in self-energy and pair attraction
dirac_len = np.sqrt(hbar2_2m / mu / (free_gap / 2))
delta0 = reduced_w(q, k) - reduced_w(q, 1.0)
delta_h = reduced_w(q, k, height) - reduced_w(q, 1.0)


def edge_shifts(length):
    """Static self-energy shifts (valence, conduction) from spinors."""
    ham = np.zeros((q.size, 2, 2))
    ham[:, 0, 0], ham[:, 1, 1] = 1.0, -1.0
    ham[:, 0, 1] = ham[:, 1, 0] = length * q
    weight = np.linalg.eigh(ham)[1]**2
    result = []
    for component in (1, 0):
        coulomb_hole = 0.5 * weight[:, component, :].sum(axis=1)
        exchange = -weight[:, component, 0]
        result.append(e2 * np.sum(wq * delta0 * (coulomb_hole + exchange)))
    return result


val_edge, con_edge = edge_shifts(0.01)
assert abs(val_edge / d_gap + 0.5) < 2e-3
assert abs(con_edge / d_gap - 0.5) < 2e-3
val_edge, con_edge = edge_shifts(dirac_len)
cos_gap = e2 * np.sum(wq * delta0 / np.sqrt(1 + (dirac_len * q)**2))
assert abs(con_edge - val_edge - cos_gap) < 1e-8


def pair_overlaps(k1, kx, ky, length):
    """Pseudospin product and Re F for momenta (k1, 0) and (kx, ky)."""
    k2 = np.hypot(kx, ky)
    cos1 = 1 / np.sqrt(1 + (length * k1)**2)
    cos2 = 1 / np.sqrt(1 + (length * k2)**2)
    spin = cos1 * cos2 * (1 + length**2 * k1 * kx)
    up = np.sqrt((1 + cos1) * (1 + cos2)) / 2
    down = np.sqrt((1 - cos1) * (1 - cos2)) / 2
    return spin, ((up + down * (kx + 1j * ky) / k2)**2).real


def dirac_spinors(kx, ky):
    off = dirac_len * (kx - 1j * ky)
    vec = np.linalg.eigh(np.array([[1, off], [np.conj(off), -1]]))[1]
    v, c = vec[:, 0], vec[:, 1]
    return v * abs(v[1]) / v[1], c * abs(c[0]) / c[0]


v1, c1 = dirac_spinors(0.2, 0.0)
v2, c2 = dirac_spinors(-0.1, 0.15)
spin, overlap_f = pair_overlaps(0.2, -0.1, 0.15, dirac_len)
assert abs(abs(np.vdot(v1, v2))**2 - abs(np.vdot(c1, v2))**2 - spin) < 1e-10
assert abs((np.vdot(c1, c2) * np.vdot(v2, v1)).real - overlap_f) < 1e-10

kn, wk = half_line_nodes(60, 0.1)
angle = (np.arange(64) + 0.5) * 2 * np.pi / 64


def amplitude(kv):
    total = np.zeros_like(kv)
    for c, a in zip(states[1.0][1], expo):
        total += c * np.sqrt(2 * np.pi / a) * np.exp(-kv**2 / (4 * a))
    return total


def dirac_first_order(length, delta):
    """First-order 1s shift with overlaps, using the free-standing 1s."""
    total = 0.0
    for k1, w1 in zip(kn, wk):
        kx = k1 + q[:, None] * np.cos(angle)
        ky = q[:, None] * np.sin(angle)
        a1 = amplitude(np.array([k1]))[0]
        a2 = amplitude(np.hypot(kx, ky))
        spin_k, f_k = pair_overlaps(k1, kx, ky, length)
        mean = np.mean(a1**2 * spin_k - a1 * a2 * f_k, axis=1)
        total += w1 * k1 / (2 * np.pi) * e2 * np.sum(wq * delta * mean)
    return total


plain = first_order(states[1.0][1], delta0)
plain_h = first_order(states[1.0][1], delta_h)
assert abs(dirac_first_order(0.0, delta0) - plain) < 5e-4
with_bands = dirac_first_order(dirac_len, delta0)
with_bands_h = dirac_first_order(dirac_len, delta_h)
assert abs(with_bands) < abs(plain)
print(f"Dirac length = {dirac_len:.3f} Angstrom")
print(f"Dirac edge shifts: valence {val_edge:.4f}, "
      f"conduction {con_edge:.4f} eV")
print(f"Dirac band-edge gap shift {con_edge - val_edge:.4f} eV")
print("First-order 1s shifts at kappa 2, parabolic -> Dirac:")
print(f"  height 0 Angstrom: {plain:.4f} -> {with_bands:.4f} eV")
print(f"  height 3 Angstrom: {plain_h:.4f} -> {with_bands_h:.4f} eV")
print("checks complete")
```

Running it gives:

```
e2 = 14.3996 eV Angstrom
hbar^2/(2 m_e) = 3.8100 eV Angstrom^2
r0 = 40.0 Angstrom, mu = 0.20 m_e
free-standing gap = 2.50 eV
energy scale e2/r0 = 0.3600 eV
kappa 1.0: gap 2.5000, binding 0.5365, 1s energy 1.9635 eV
  mean distance 10.20 Angstrom
kappa 1.5: gap 2.3540, binding 0.4209, 1s energy 1.9331 eV
  mean distance 10.68 Angstrom
kappa 2.0: gap 2.2505, binding 0.3455, 1s energy 1.9050 eV
  mean distance 11.16 Angstrom
kappa 3.0: gap 2.1045, binding 0.2505, 1s energy 1.8540 eV
  mean distance 12.11 Angstrom
kappa 1.5: shifts gap -0.1460, binding -0.1156, 1s -0.0303 eV
  fraction of gap shift cancelled 0.792
  1s bracket -0.0308 to -0.0299 eV
  size bound on redshift 0.0481 eV
kappa 2.0: shifts gap -0.2495, binding -0.1911, 1s -0.0585 eV
  fraction of gap shift cancelled 0.766
  1s bracket -0.0603 to -0.0568 eV
  size bound on redshift 0.1004 eV
kappa 3.0: shifts gap -0.3955, binding -0.2860, 1s -0.1095 eV
  fraction of gap shift cancelled 0.723
  1s bracket -0.1159 to -0.1042 eV
  size bound on redshift 0.2180 eV
kappa 2: deltaW(0) = -0.2495 eV
  deltaW(5 Angstrom) = -0.2146 eV
  deltaW(10 Angstrom) = -0.1897 eV
  deltaW(20 Angstrom) = -0.1548 eV
  deltaW(40 Angstrom) = -0.1130 eV
  deltaW(100 Angstrom) = -0.0614 eV
kappa 2: 2s binding 0.2393 -> 0.1169 eV
kappa 2: 2s optical shift -0.1271 eV
mu 0.05 m_e: free <r> 22.31 Angstrom, 1s shift -0.0965 eV
mu 0.20 m_e: free <r> 10.20 Angstrom, 1s shift -0.0585 eV
mu 0.80 m_e: free <r> 4.86 Angstrom, 1s shift -0.0332 eV
height 3.0 Angstrom, kappa 2: gap shift -0.1596 eV
  binding shift -0.1484, 1s shift -0.0112 eV
  fraction of gap shift cancelled 0.930
Dirac length = 3.904 Angstrom
Dirac edge shifts: valence 0.1119, conduction -0.1119 eV
Dirac band-edge gap shift -0.2238 eV
First-order 1s shifts at kappa 2, parabolic -> Dirac:
  height 0 Angstrom: -0.0568 -> -0.0341 eV
  height 3 Angstrom: -0.0110 -> -0.0091 eV
checks complete
```
